Residual Thresholds for Plane-Wave Bands: Energy and Eigenvector Error Bounds

An iterative band calculation produces a trial state, improves it, and must at some point stop. The true band energy and the true Bloch state are unknown, so the errors cannot be read off. What can be computed at every iteration is how badly the trial state fails to satisfy the eigenvalue equation. The question is how small this failure must be before the energy and the state can be trusted to a stated tolerance.

At a fixed wavevector k, a finite set of orthonormal plane waves turns the one-electron Hamiltonian into a Hermitian matrix H. Let x be the column of plane-wave coefficients of a trial state, normalized so that ⟨x|x⟩ = 1. Its energy expectation value, called the Rayleigh quotient, and its residual are

ρ = ⟨x|H|x⟩,

r = Hx − ρx.

Both ρ and the norm ‖r‖ are energies. The residual vanishes when x is an eigenvector. Throughout, H is held fixed, and "true" refers to the eigenpairs of this finite matrix. The error from cutting off the plane-wave set, and the error of a potential that is not yet self-consistent, are separate and are not measured by r.

Let the orthonormal eigenvectors be u_j, with Hu_j = λ_j u_j. Among the eigenvalues, let λ be the one nearest to ρ, with eigenvector u, and assume for now that it is not degenerate. The angle θ between x and u, from 0 to 90°, is defined by cos θ = |⟨u|x⟩|. With the free phase of u chosen suitably,

x = cos θ u + sin θ w,

where w is a unit vector orthogonal to u. This form shows why two tolerances are needed. For any Hermitian operator A,

⟨x|A|x⟩ − ⟨u|A|u⟩ = 2 sin θ cos θ Re⟨u|A|w⟩ + sin²θ (⟨w|A|w⟩ − ⟨u|A|u⟩),

because cos²θ − 1 = −sin²θ. For A = H the first term is absent, since ⟨u|H|w⟩ = λ⟨u|w⟩ = 0. The energy error is therefore of second order in the angle, while a general property of the state has a first-order error. A good energy does not by itself guarantee an equally good state.

To connect these errors with the residual, expand x = Σ c_j u_j, where Σ|c_j|² = 1. The definition of ρ gives

Σ |c_j|² (λ_j − ρ) = ρ − ρ = 0.

The residual has the expansion r = Σ c_j(λ_j − ρ)u_j, so orthonormality gives

‖r‖² = Σ |c_j|² (λ_j − ρ)².

Thus ‖r‖ is the energy spread of the trial state. The right side is a weighted mean of squared distances, and a mean cannot be smaller than its smallest member. Since λ is the nearest eigenvalue,

|ρ − λ| ≤ ‖r‖.

This needs no knowledge of the spectrum, but it is only of first order in the residual. A better bound needs to know how far away the other levels are. Let

δ = the smallest |λ_j − ρ| among all eigenvalues other than λ,

and assume δ > 0. The angle bound follows by dropping the non-negative contribution of u from the sum for ‖r‖². In every remaining term the squared distance is at least δ², and the remaining weights add up to sin²θ. Hence

‖r‖² ≥ δ² sin²θ,

sin θ ≤ ‖r‖/δ.

The energy bound uses a product of two shifted Hamiltonians. Suppose first that ρ ≥ λ, and put β = ρ + δ. By the definition of δ, every other eigenvalue satisfies either λ_j ≥ β or λ_j ≤ ρ − δ. Because λ is the nearest eigenvalue, ρ − λ ≤ δ, so ρ − δ ≤ λ. Every other eigenvalue therefore lies at or above β, or at or below λ. In both cases

(λ_j − λ)(λ_j − β) ≥ 0,

since the two factors are both non-negative or both non-positive. For the eigenvalue λ itself the product is zero. Averaging with the weights |c_j|² gives

⟨x|(H − λ)(H − β)|x⟩ ≥ 0.

Now write H − λ = (H − ρ) + (ρ − λ) and H − β = (H − ρ) + (ρ − β). When the product is multiplied out, the two cross terms contain ⟨x|H − ρ|x⟩ = 0. What remains is

⟨x|(H − λ)(H − β)|x⟩ = ‖r‖² + (ρ − λ)(ρ − β) = ‖r‖² − (ρ − λ)δ,

because ρ − β = −δ. The left side is non-negative, so ρ − λ ≤ ‖r‖²/δ.

If instead ρ < λ, as can happen for a band that is not the lowest, put β = ρ − δ. The other eigenvalues now lie at or below β, or at or above ρ + δ ≥ λ, and the product is again non-negative. Since ρ − β = δ, its average is ‖r‖² − (λ − ρ)δ. The two cases together give

|ρ − λ| ≤ ‖r‖²/δ.

Two small examples show that neither constant can be lowered. Take levels 0 and Δ > 0 and the state x = cos θ u₀ + sin θ u₁, with θ below 45° so that level 0 is nearest. Then ρ = Δ sin²θ, and the distance to the other level is δ = Δ cos²θ. The squared residual is

‖r‖² = cos²θ (Δ sin²θ)² + sin²θ (Δ cos²θ)²
     = Δ² sin²θ cos²θ (sin²θ + cos²θ)
     = Δ² sin²θ cos²θ.

Dividing by δ gives Δ sin²θ, which equals the energy error. For the angle, take three levels −Δ, 0 and Δ, and mix the outer two into the middle state with equal weights sin²θ/2. By symmetry ρ = 0, while δ = Δ and ‖r‖ = Δ sin θ, so the angle bound holds with equality.

The word "gap" needs care here. The distance δ starts at ρ. The usual spectral gap g is the distance from λ to the nearest other eigenvalue. In the two-level example g = Δ, and

‖r‖²/g = Δ sin²θ cos²θ < Δ sin²θ,

‖r‖/g = sin θ cos θ < sin θ

for θ > 0. Both bounds would thus be false if δ were simply replaced by g. At θ = 0.3 rad the true energy error exceeds ‖r‖²/g by the factor 1/cos²θ = 1.096, and sin θ exceeds ‖r‖/g by 1/cos θ = 1.047.

The energy bound also needs λ to be the nearest eigenvalue. Take levels 0, 1 and 2 in some energy unit, with weights 0, 0.9 and 0.1. Then ρ = 1.1 and ‖r‖² = 0.9 × 0.01 + 0.1 × 0.81 = 0.09. If level 0 is wrongly taken as the target, the nearest other level is 1 and δ = 0.1. The supposed bound is 0.9, but the distance from ρ to the target is 1.1. The angle bound did not use nearness and survives: the angle is 90°, and ‖r‖/δ = 3.

A threshold should be fixed before the final ρ is known, so it is convenient to express it through g after all. Suppose ‖r‖ < g/2. The distance from ρ to another eigenvalue is at least the distance from λ to that eigenvalue minus |ρ − λ|. Therefore

δ ≥ g − |ρ − λ| ≥ g − ‖r‖ > g/2.

Inserting δ > g/2 into the two bounds gives

|ρ − λ| ≤ 2‖r‖²/g,

sin θ ≤ 2‖r‖/g.

The factor 2 is a simple safe choice. Keeping δ ≥ g − ‖r‖ instead gives ‖r‖²/(g − ‖r‖) and ‖r‖/(g − ‖r‖), so for ‖r‖ much smaller than g the factor approaches 1.

Let η_E be the permitted energy error and η_θ < 1 the permitted value of sin θ. Requiring 2‖r‖²/g ≤ η_E and 2‖r‖/g ≤ η_θ gives the residual limits

r_E = √(gη_E/2), if η_E < g/2,

r_θ = gη_θ/2.

Both satisfy the assumption ‖r‖ < g/2. For r_E this holds because gη_E/2 < g²/4, and for r_θ because η_θ < 1. If η_E ≥ g/2, one uses r_E = η_E, which relies on the gap-free bound |ρ − λ| ≤ ‖r‖. The iteration may stop when

‖r‖ ≤ min(r_E, r_θ).

In the regime η_E < g/2, the angle condition is the stricter one when g²η_θ²/4 < gη_E/2, which means

g < 2η_E/η_θ².

The two limits depend differently on the gap. As long as the reduced gap still satisfies η_E < g/2, reducing g by a factor of 100 reduces r_E by 10 but r_θ by 100, so closely spaced bands make the state harder to guarantee than the energy.

As an example, consider an electron in the one-dimensional periodic potential

V(z) = V₁ cos(Gz) + V₂ cos(2Gz), G = 2π/a,

with the round model parameters a = 0.4 nm, V₁ = 0.1 eV and V₂ = 4 eV. The basis consists of the plane waves with wavevectors k + mG, for integer m, whose kinetic energy does not exceed 1000 eV. The natural energy scale is

E_G = ħ²G²/(2m_e) = 9.40 eV,

where m_e is the electron mass. The diagonal elements of H are E_G(k/G + m)². Since a cosine is half the sum of two exponentials, plane waves whose m differ by 1 are coupled by V₁/2 = 0.05 eV, and those whose m differ by 2 by V₂/2 = 2 eV.

Dense numerical diagonalization supplies the reference levels. At k = G/4, with 21 plane waves, the two lowest are 0.36145 and 4.82065 eV, so the lowest band has g = 4.459 eV. At k = G/2, with 20 plane waves, they are 2.0301 and 2.1088 eV, with g = 0.0788 eV, and the third level lies far above at 21.308 eV.

The narrow gap has a simple origin. At k = G/2 the plane waves m = 0 and m = −1 have the same kinetic energy E_G/4. Their direct coupling is 0.05 eV. They are also coupled in second order through m = 1 and through m = −2, each path using one coupling of 0.05 eV and one of 2 eV. The intermediate kinetic energy is 9E_G/4, which lies 2E_G = 18.80 eV higher. To this order the effective coupling is

0.05 eV − 2 × (0.05 × 2)/18.80 eV = 0.0394 eV.

Two equal levels with this coupling split by twice its value, 0.0787 eV, in close agreement with the diagonalization.

Choose η_E = 10⁻⁶ eV and η_θ = 10⁻³. The angle condition is the stricter one below a gap of 2 × 10⁻⁶/(10⁻³)² eV = 2 eV, so the two k-points fall on opposite sides. At k = G/4,

r_E = √(4.459 × 10⁻⁶/2) eV = 1.49 × 10⁻³ eV,

r_θ = 4.459 × 10⁻³/2 eV = 2.23 × 10⁻³ eV,

and the energy sets the threshold, 1.49 × 10⁻³ eV, or 2.39 × 10⁻²² J. At k = G/2,

r_E = √(0.0788 × 10⁻⁶/2) eV = 1.98 × 10⁻⁴ eV,

r_θ = 0.0788 × 10⁻³/2 eV = 3.94 × 10⁻⁵ eV,

and the angle sets the threshold, 3.94 × 10⁻⁵ eV, or 6.31 × 10⁻²⁴ J. The same two tolerances thus require a residual about 38 times smaller at the second point.

The lowest band was computed by minimizing the energy of a single vector, starting from the plane wave m = 0. In each iteration every component of the residual is divided by its kinetic energy plus E_G, which reduces the components at high kinetic energy relative to the others. The new x is the lowest-energy state in the space spanned by the old x, this scaled residual and, after the first step, the previous change of x.

At k = G/4 the threshold is met after four iterations, with ‖r‖ = 1.43 × 10⁻³ eV. The energy error relative to the dense diagonalization is then 4.0 × 10⁻⁸ eV, against a bound ‖r‖²/δ of 4.6 × 10⁻⁷ eV. The value of sin θ is 4.9 × 10⁻⁵, against a bound of 3.2 × 10⁻⁴. Two iterations earlier the residual was 2.91 × 10⁻² eV, about 20 times larger, and the energy bound was 1.89 × 10⁻⁴ eV, about 20² times larger.

The actual energy error fell faster than this, by a factor of about 920. For the lowest band the reason can be read from the expansion of x. Writing ε = ρ − λ, one has

ε = Σ |c_j|² (λ_j − λ),

‖r‖² + ε² = Σ |c_j|² (λ_j − λ)².

The second line holds because the mean square distance from λ equals the spread about ρ plus the square of ρ − λ. When ε² is negligible, ‖r‖²/ε is therefore an average distance of the admixed levels from λ, weighted by their contributions to the energy error. It rises from 23 eV at the second iteration to 51 eV at the fourth. The remaining error has moved to higher levels, where a given residual corresponds to a smaller energy error. The bound must allow for the least favourable case, in which all the error sits in the nearest level.

At k = G/2 the threshold is met after ten iterations, with ‖r‖ = 2.3 × 10⁻⁵ eV. By then sin θ is 6.8 × 10⁻⁷, far below its bound of 2.9 × 10⁻⁴, and the energy error is below 10⁻¹⁰ eV. In this run both tolerances were already satisfied at the sixth iteration, where ‖r‖ = 2.4 × 10⁻³ eV and sin θ = 1.8 × 10⁻⁴. The second band can have contributed at most about g sin θ = 1.4 × 10⁻⁵ eV to that residual, so nearly all of it came from distant levels. This could be established because the true eigenvectors were available. The residual norm alone does not reveal it.

A different trial vector shows what the stricter threshold protects against. Mix the two lowest eigenvectors at k = G/2 so that the residual equals the threshold for k = G/4. The two-level formula ‖r‖ = g sin θ cos θ = (g/2) sin 2θ gives

sin 2θ = 2 × 1.493 × 10⁻³/0.0788 = 0.0379,

sin θ = 0.0190,

ρ − λ = g sin²θ = 2.8 × 10⁻⁵ eV.

This vector would pass the wide-gap threshold, yet its angle error is 19 times the tolerance and its energy error 28 times. If one residual threshold is used for all bands and k-points, it must therefore be set by the smallest relevant gap for these bounds to guarantee the tolerances everywhere.

When bands become degenerate, g tends to zero and r_θ with it. This reflects a real ambiguity, because any combination of degenerate eigenvectors is again an eigenvector. The useful question is then whether x lies in the space spanned by the whole group of close bands. Let C be such a group, and let δ_C > 0 be the distance from ρ to the nearest eigenvalue outside it. Keeping only the outside terms in the sum for ‖r‖² gives

‖r‖² ≥ δ_C² Σ_{j outside C} |c_j|²,

so the part of x outside the group has norm at most ‖r‖/δ_C. If λ itself is degenerate, C is its eigenspace. The energy proof also remains valid, with δ measured to the eigenvalues different from λ, because all members of the eigenspace make the product (λ_j − λ)(λ_j − β) vanish.

The starting plane wave at k = G/2 illustrates the difference. Its energy expectation value is ρ = E_G/4 = 2.350 eV, since the potential has zero mean. Its residual consists of its couplings to the other plane waves, two of 2 eV and two of 0.05 eV:

‖r‖ = √(2 × 2² + 2 × 0.05²) eV = 2.829 eV.

The level nearest to ρ is the second one, and the other member of the pair lies only 0.320 eV from ρ. The one-band bound on sin θ is 2.829/0.320 = 8.8, which says nothing, since a sine cannot exceed 1. The nearest level outside the pair is 21.308 − 2.350 = 18.958 eV away, and the group bound is 2.829/18.958 = 0.149. The actual part outside the pair has norm 0.110.

If all bands of a group are equally occupied, their total density depends only on the space they span. A unitary mixing of the orbitals leaves Σ|u_j(z)|² unchanged, because the cross terms cancel by unitarity. For such a group the distance δ_C controls the density, and small gaps inside the group do no harm, provided the trial vectors are orthonormal and as many as the bands in the group. Only then does a small outside part of each vector mean that together they span nearly the right space; two copies of the same eigenvector have zero residual and still give the wrong density. If a close pair is only partly filled, or if its individual states are wanted, the small gap matters again.

In an actual calculation g is not known in advance and has to be estimated from approximate energies of the neighbouring bands. If the estimate is too large by a factor f, then r_E and r_θ guarantee only fη_E and fη_θ, as substitution into the bounds shows, provided ‖r‖ is still below half the true gap. An unconverged neighbour whose energy is still too high can cause such an overestimate, so the thresholds should be updated as the neighbours improve.

The residual also carries no band label. A small ‖r‖ proves that ρ is close to some eigenvalue, but an eigenvector of the third band has zero residual even when the second band was wanted. Whether every band has been found must be checked separately, for instance by carrying extra trial vectors or by repeating the calculation from a different start. Such checks can reveal a missed band, but they do not prove that none is missing.
